Localization and the variational bound in a three-site DMC model

**Setting**

Diffusion Monte Carlo (DMC) projects out a ground state by letting walkers move and branch. A move from y to x needs a non-negative weight. The nonlocal part V of an effective core potential also connects different configurations, and its matrix elements can have the wrong sign for this. The locality approximation removes the difficulty by turning V into a local potential, with the help of a trial function ψ.

Here the configurations are three sites, x = 1, 2, 3, and every operator is a real symmetric 3×3 matrix. Energies are in units of the hopping amplitude t, the natural unit of a lattice model. The Hamiltonian is

H = K + U + V,

where K holds the ordinary hops, U is diagonal, and V is the nonlocal potential. The off-diagonal elements of K are negative or zero, and its hops connect all three sites. The trial vector has positive components ψ_x. The localized potential and Hamiltonian are

V_loc(x) = (1/ψ_x) Σ_y V_xy ψ_y,

H_LA = K + U + diag(V_loc).

DMC with importance sampling converges to the lowest eigenvector Φ of H_LA, and it reports the mixed energy

E_mix = ⟨ψ|H|Φ⟩ / ⟨ψ|Φ⟩.

Let E0 be the lowest eigenvalue of H and Φ0 its eigenvector.

**Problem**

(a) Show that E_mix is the lowest eigenvalue of H_LA.

(b) Express ⟨f|H_LA − H|f⟩, for a real vector f, as a sum over pairs of sites in which each term has a visible sign.

(c) Construct K, U, V and ψ such that E_mix < E0, and prove the inequality without diagonalizing H_LA.

(d) Find E_mix in closed form for your model and explain its dependence on ψ.

(e) The variational principle for H is a theorem. Explain why (c) does not contradict it.

**Hints**

For (a), let H_LA act on ψ instead of on Φ.

For (b), write V_loc out as a sum over y, then combine the term (x,y) with the term (y,x). A square appears.

For (c), any normalized vector gives an upper bound on the lowest eigenvalue of H_LA. Use Φ0 as that vector, and choose H so simple that Φ0 is known by inspection. The result of (b) tells you which sign V needs.

For (d), two sites linked by V are enough. If H has a zero diagonal and the nonlocal element V13 equals the ordinary hop, the characteristic polynomial of H_LA factorizes; for other strengths of V it need not.

For (e), compare E_mix with the ordinary expectation value of H in Φ.

**Solution**

**(a) The mixed energy is an eigenvalue**

Apply H_LA to the trial vector. At site x the localized potential contributes

V_loc(x) ψ_x = Σ_y V_xy ψ_y = (Vψ)_x.

This is what V itself would have contributed, so

H_LA ψ = Hψ.

Both matrices are symmetric and can be moved from one side of a scalar product to the other:

⟨ψ|H|Φ⟩ = ⟨Hψ|Φ⟩ = ⟨H_LA ψ|Φ⟩ = ⟨ψ|H_LA Φ⟩ = E_LA ⟨ψ|Φ⟩,

where E_LA is the lowest eigenvalue of H_LA. Division by ⟨ψ|Φ⟩ gives E_mix = E_LA.

The division requires ⟨ψ|Φ⟩ ≠ 0. The off-diagonal elements of H_LA are those of K, hence negative or zero. Replacing the components of Φ by their absolute values therefore cannot raise ⟨Φ|H_LA|Φ⟩, and |Φ| is also a lowest eigenvector. Suppose one of its components vanished, at site x. The eigenvalue equation there would read

Σ_{y≠x} K_xy |Φ_y| = 0.

No term is positive, so every neighbour of x would have zero amplitude too. Since the hops connect all sites, the whole vector would vanish, which is impossible. Thus no lowest eigenvector has a zero component. Two independent ones could be combined to produce a zero, so there is only one, and it can be chosen positive. With ψ positive as well, ⟨ψ|Φ⟩ > 0.

The mixed energy therefore obeys a variational principle, but with H_LA in the place of H:

E_mix ≤ ⟨f|H_LA|f⟩ / ⟨f|f⟩ for every nonzero f.

**(b) What localization does to a quadratic form**

K and U cancel in the difference H_LA − H. What remains is

⟨f|H_LA − H|f⟩ = Σ_x V_loc(x) f_x² − Σ_xy V_xy f_x f_y

= Σ_xy V_xy [ f_x² ψ_y/ψ_x − f_x f_y ].

For x = y the bracket is zero, so the diagonal of V plays no part. For x ≠ y, add the terms (x,y) and (y,x), using V_xy = V_yx:

⟨f|H_LA − H|f⟩ = Σ_{x<y} V_xy [ f_x² ψ_y/ψ_x + f_y² ψ_x/ψ_y − 2 f_x f_y ].

Taking the factor ψ_x ψ_y out of the bracket leaves a complete square:

⟨f|H_LA − H|f⟩ = Σ_{x<y} V_xy ψ_x ψ_y (f_x/ψ_x − f_y/ψ_y)².

The sign of each term is the sign of V_xy ψ_x ψ_y. For positive ψ, localizing a negative element lowers the quadratic form or leaves it unchanged. Localizing a positive element raises it or leaves it unchanged. A term vanishes when f and ψ have the same ratio between the two linked sites.

**(c) The model and the proof**

Set f = Φ0, normalized, in the result of (b) and use the variational principle for H_LA:

E_mix ≤ ⟨Φ0|H_LA|Φ0⟩ = E0 + Σ_{x<y} V_xy ψ_x ψ_y (Φ0_x/ψ_x − Φ0_y/ψ_y)².

One negative element V_xy is enough, provided that ψ has the wrong amplitude ratio on the two sites it links and that no positive elements compete. This suggests the following choice.

The ordinary hops are K12 = K23 = −1, with their symmetric partners, and all other elements of K are zero. The nonlocal potential is an attractive projector, the simplest relative of one angular-momentum channel of a pseudopotential:

V = −2 |p⟩⟨p|, p = (1, 0, 1)/√2.

Each nonzero element of V is −2 · (1/√2) · (1/√2) = −1. They stand at the positions 11, 13, 31 and 33. The local potential U = diag(1, 0, 1) cancels the diagonal of V. The sum is

H =
[ 0 −1 −1 ]
[ −1 0 −1 ]
[ −1 −1 0 ]

This is the unit matrix minus the matrix J whose elements are all 1. J has the eigenvalue 3 for the vector (1,1,1) and the eigenvalue 0 for every vector whose components sum to zero. Hence H has the eigenvalues −2, 1, 1, and

E0 = −2, Φ0 = (1, 1, 1)/√3.

All off-diagonal elements of H are negative, so this H could be sampled without any localization. That makes it a clean case: there is no sign problem and no fixed-node error, and any error in E_mix comes from localization alone.

Take the trial vector ψ = (1, b, r) with b > 0 and r > 0. The localized potential is

V_loc(1) = (−1·1 − 1·r)/1 = −1 − r,

V_loc(2) = 0,

V_loc(3) = (−1·1 − 1·r)/r = −1 − 1/r.

Adding U removes the −1 on sites 1 and 3, so

H_LA =
[ −r −1 0 ]
[ −1 0 −1 ]
[ 0 −1 −1/r ]

The expectation value in Φ0 is one third of the sum of all nine elements:

⟨Φ0|H_LA|Φ0⟩ = (−r − 1/r − 4)/3

= −2 − (r + 1/r − 2)/3

= −2 − (r − 1)²/(3r).

The last step uses r + 1/r − 2 = (r² − 2r + 1)/r. Therefore

E_mix ≤ −2 − (r − 1)²/(3r) < −2 = E0 for every positive r ≠ 1.

For r = 2 the bound is −2 − 1/6 = −2.167. This one case suffices to disprove the claim that the mixed energy of the locality approximation is an upper bound on E0. ∎

**(d) Closed form**

The eigenvalues of H_LA are the zeros of the determinant of

E − H_LA =
[ E+r 1 0 ]
[ 1 E 1 ]
[ 0 1 E+1/r ]

Expansion along the first row gives

det = (E + r)[E(E + 1/r) − 1] − (E + 1/r)

= E(E + r)(E + 1/r) − (E + r) − (E + 1/r).

Write s = r + 1/r. Then (E + r)(E + 1/r) = E² + sE + 1, and

det = E³ + sE² + E − 2E − s

= E³ + sE² − E − s

= (E + s)(E² − 1).

The eigenvalues are −s, −1 and 1. Since s ≥ 2 for positive r, the lowest is −s:

E_mix = −(r + 1/r), E_mix − E0 = −(r − 1)²/r.

The eigenvector is Φ ∝ (r², r, 1). The three rows of H_LA Φ confirm it:

−r·r² − r = −(r + 1/r) r²,

−r² − 1 = −(r + 1/r) r,

−r − 1/r = −(r + 1/r)·1.

Several features can be read off.

The amplitude b does not appear. V does not link site 2 to anything, so b never enters V_loc. With r = 1 and b ≠ 1 the trial vector is wrong, yet the mixed energy equals E0. What matters in this model is the ratio of ψ on the sites linked by V.

For r = 1 + δ with small δ, the error is −δ² to leading order. It is quadratic in the error of the trial ratio, but its sign is negative. At r = 1.1 the shift is −0.0091, at r = 1.5 it is −0.167, and at r = 3 it is −1.333. The values r and 1/r give the same energy, because they differ by a reflection of the chain and an overall scale of ψ on the linked sites.

For r → ∞ the mixed energy falls without limit, as −r. The mechanism is visible in V_loc(1) = −1 − r. Where ψ is too small compared with its value on the linked site, division by ψ makes a deep artificial well. The projected vector then collects there: ψ = (1, b, r) favours site 3 over site 1 when r > 1, while Φ ∝ (r², r, 1) favours site 1.

**(e) What remains variational**

Take b = 1 and r = 2, so ψ = (1, 1, 2) and Φ ∝ (4, 2, 1). First compute

Hψ = (−1 − 2, −1 − 2, −1 − 1) = (−3, −3, −2).

Division by ψ, site by site, gives the local energies −3, −3 and −1. DMC averages them over the mixed distribution ψ_x Φ_x ∝ (4, 2, 2), which is (0.5, 0.25, 0.25) after normalization:

E_mix = 0.5·(−3) + 0.25·(−3) + 0.25·(−1) = −2.5.

This agrees with −(2 + 1/2) and lies 0.5 below E0.

The ordinary expectation value in the same Φ needs

HΦ = (−2 − 1, −4 − 1, −4 − 2) = (−3, −5, −6),

⟨Φ|H|Φ⟩/⟨Φ|Φ⟩ = (−12 − 10 − 6)/(16 + 4 + 1) = −28/21 = −1.333.

It lies above E0, as the variational principle demands. So does the variational energy of the trial vector,

⟨ψ|H|ψ⟩/⟨ψ|ψ⟩ = (−3 − 3 − 4)/(1 + 1 + 4) = −10/6 = −1.667.

The principle concerns expectation values, which have the same vector on both sides of H. The mixed energy has two different vectors. If Φ were an eigenvector of H, the mixed energy would be its eigenvalue and could not lie below E0. But Φ is an eigenvector of H_LA, and that protection is gone. In this example Φ is even a worse vector than ψ by the measure of its ordinary energy, although its mixed energy is much lower.

The passage through E0 can be followed in imaginary time. Start from ψ and apply the matrix 1 − τH_LA repeatedly, with τ = 0.1/t. This is DMC with an infinite population, so there is no statistical noise. The mixed energy after n steps is

n = 0: −1.667
n = 5: −1.989
n = 10: −2.197
n = 20: −2.404
n = 400: −2.500

The energy crosses E0 = −2 between steps 5 and 10 and settles at E_LA. The final value does not suffer from the finite τ, because 1 − τH_LA has the same eigenvectors as H_LA, and its eigenvalue of largest magnitude, 1 + 2.5·0.1 = 1.25, belongs to Φ. The other two, from the eigenvalues −1 and 1 of H_LA, are 1.1 and 0.9.

**Variation 1: a repulsive projector**

Question: Reverse the sign of the nonlocal potential and halve its strength. (At full strength, V = +2|p⟩⟨p| with U = −diag(1, 0, 1), the determinant is (E − s)(E² − 1), and E_mix = −1 = E0 for every r, so no error would show.) Take V = +|p⟩⟨p| and U = −½ diag(1, 0, 1), with the same K and ψ = (1, 1, 2). On which side of E0 does E_mix lie?

Solution: Now V13 = +½, and H again has a zero diagonal. Use f = Φ, normalized, in the identity of (b):

E_mix = ⟨Φ|H_LA|Φ⟩ = ⟨Φ|H|Φ⟩ + V13 ψ_1 ψ_3 (Φ_1/ψ_1 − Φ_3/ψ_3)² ≥ E0.

The first term is at least E0 and the second is not negative, so here the mixed energy is an upper bound. What decides the side is the sign of V13 ψ_1 ψ_3, not whether the projector is attractive or repulsive: the attractive V = −|q⟩⟨q| with q = (1, 0, −1)/√2 and U = +½ diag(1, 0, 1) also has V13 = +½ and gives the same H and H_LA.

For the exact energy, try a symmetric vector (a, c, a). The first two rows of the eigenvalue equation are

½a − c = Ea, −2a = Ec.

The second gives c = −2a/E. Inserted in the first, it gives E² − ½E − 2 = 0, with the lower root

E0 = (½ − √8.25)/2 = −1.186.

The remaining eigenvector, (1, 0, −1), has the higher energy −½.

For the localized problem, V_loc(1) = ½ + ½·2 = 3/2 and V_loc(3) = ½ + ½·½ = 3/4. After U is added, the diagonal of H_LA is (1, 0, ¼). Numerical diagonalization gives E_mix = −1.167, which is 0.019 above E0.

The locality approximation is thus neither an upper nor a lower bound in general. In a pseudopotential, the nonlocal kernel of a channel with angular momentum l ≥ 1 contains a Legendre polynomial, which changes sign with the angle, seen from the nucleus, between the positions of one electron before and after the nonlocal move. Terms of both signs then occur in the continuum counterpart of the identity, and it does not fix the sign of the total error.

**Variation 2: T-moves**

Question: Localize only those off-diagonal elements of V for which V_xy ψ_x ψ_y > 0. Keep the others as hops. Show that the mixed energy is again an upper bound, and find it for the attractive model of (c).

Solution: Call the new matrix H_TM. This is the effective Hamiltonian behind the T-move scheme, in which the retained elements of V become additional walker moves. An element V_xy that is removed from row x returns on the diagonal as V_xy ψ_y/ψ_x. Acting on ψ, it still contributes V_xy ψ_y, so H_TM ψ = Hψ. The off-diagonal elements that remain are negative or zero, and K still connects all sites. The argument of (a) therefore applies unchanged, and the mixed energy is the lowest eigenvalue E_TM of H_TM.

In the identity of (b), only the localized pairs contribute to the difference:

⟨f|H_TM − H|f⟩ = Σ′ V_xy ψ_x ψ_y (f_x/ψ_x − f_y/ψ_y)² ≥ 0,

where Σ′ runs over pairs x < y with V_xy ψ_x ψ_y > 0. Let f be the normalized lowest eigenvector of H_TM. Then

E_TM = ⟨f|H_TM|f⟩ ≥ ⟨f|H|f⟩ ≥ E0.

The bound is restored because the terms that could lower the energy are no longer localized.

In the attractive model the single nonlocal pair has V13 ψ_1 ψ_3 = −r < 0. Nothing is localized, H_TM = H, and the mixed energy is E0 = −2 for every positive ψ. The same projection as in (e), with H_TM in place of H_LA, gives −1.979 after 10 steps and −1.999 after 20, and it converges to −2. In the repulsive model of Variation 1 the single pair is positive. There H_TM = H_LA, and the energy −1.167 is unchanged: T-moves restore the bound, but they do not remove every localization error.

The bound holds for the lowest eigenvalue of H_TM. A simulation that approximates the projection with a finite time step, or that uses a finite population, has further errors which this argument does not control.
